# Orthopositronium decay rate: sizes of the logarithmic and constant corrections

## Problem

Units are \(\hbar=c=1\), \(m\) is the electron mass, \(e^2=4\pi\alpha\), and rates are in \(\mu\mathrm{s}^{-1}\). For orthopositronium (\(1\,^3S_1\)) in vacuum and without external fields, the rate of decay into three photons has the expansion

\[
\Gamma_3=\Gamma_0\Big[1+A\frac{\alpha}{\pi}+\ell\,\alpha^2\ln\alpha+B\Big(\frac{\alpha}{\pi}\Big)^2-\frac32\frac{\alpha^3}{\pi}\ln^2\alpha+C\frac{\alpha^3}{\pi}\ln\alpha+\dots\Big].
\]

The following are data, results of loop calculations that are not derived here: \(A=-10.2866\), \(B=44.87\pm0.26\) (three-photon final states only), the coefficient \(-3/2\), and \(C=A/3-229/30+8\ln2=-5.5170\). The Darwin, spin-spin and orbit-orbit terms of the Breit Hamiltonian are also given, in part (b).

(a) Derive \(\Gamma_0\). (b) Derive \(\ell\). (c) Rank the terms by size and find the rate to three decimals, keeping only what that accuracy needs. (d) Find what must be added to obtain the total rate, and state how many digits of it are meaningful.

The tempting error occurs in (c). To show it, the results of (a) and (b) are borrowed from below: \(\Gamma_0=7.211167\ \mu\mathrm{s}^{-1}\) and \(\ell=1/3\).

## A tempting solution of (c)

Since \(\alpha\) is small, \(|\ln\alpha|=4.920\) is large. At each power of \(\alpha\) the term with more logarithms therefore dominates, and the ranking is
\[
1>\alpha>\alpha^2\ln\alpha>\alpha^2>\alpha^3\ln^2\alpha>\alpha^3\ln\alpha .
\]
The logarithmic term is \(\Gamma_0(\alpha^2/3)\ln\alpha=-0.000630\), which is six units in the fourth decimal. The \(B\) term ranks below it, is further divided by \(\pi^2\), and can be dropped at three decimals. With the \(A\) term \(-0.172303\),
\[
\Gamma\approx7.211167-0.172303-0.000630=7.038234\approx7.038\ \mu\mathrm{s}^{-1}.
\]

## The fault

The statement that \(\alpha^2\ln\alpha\) dominates \(\alpha^2\) is a statement about the limit \(\alpha\to0\) at fixed coefficients. At a given \(\alpha\) the coefficients decide. Dividing both terms by \(\alpha^2\), the comparison is between
\[
\frac{B}{\pi^2}=4.5463\qquad\text{and}\qquad\frac{|\ln\alpha|}{3}=1.6401 .
\]
The dropped term is 2.77 times the one that was kept, and it has the opposite sign. The two are equal when \(\ln(1/\alpha)=3B/\pi^2\), that is at \(\alpha^*=\exp(-3B/\pi^2)=1.19\times10^{-6}\), and the assumed order holds only below that value.

The split between logarithm and constant is also partly a convention. The identity
\[
\frac{\alpha^2}{3}\ln\alpha=\frac{\alpha^2}{3}\ln\frac{\alpha}{2}+\frac{\pi^2\ln2}{3}\Big(\frac{\alpha}{\pi}\Big)^2
\]
moves part of one into the other, and part (b) shows that the argument producing the logarithm does not fix the number under it. The coefficient \(1/3\) is unaffected by this choice, but the size of each term separately depends on it; only their sum does not.

## Solution

### (a) The lowest-order rate

The atom has size \(1/m\alpha\), while annihilation takes place over a distance \(1/m\). At leading order the electron therefore sees a positron at rest with density \(|\psi(0)|^2\), and the rate is density times \(\sigma v\). With spinors normalized to \(2m\), \(\sigma v\) carries \(1/(2m)^2\), and \(n\) identical photons give \(1/n!\):
\[
\Gamma_n=|\psi(0)|^2\frac1{4m^2}\frac1{n!}\int d\Phi_n\,\langle|M|^2\rangle,\qquad|\psi(0)|^2=\frac{(m\alpha/2)^3}{\pi}=\frac{m^3\alpha^3}{8\pi}.
\]
The reduced mass is \(m/2\). The bracket sums over photon polarizations and averages over the three triplet states. The state has charge-conjugation parity \((-1)^{L+S}=-1\) and \(n\) photons have \((-1)^n\), so \(n\) is odd. A single photon cannot carry energy \(2m\) at zero momentum, which leaves \(n=3,5,\dots\)

In the Dirac representation, with \(p=(m,\mathbf 0)\) for both particles, \(u=\sqrt{2m}\,(\xi,0)^T\) and \(\bar v=\sqrt{2m}\,(0,-\eta^\dagger)\). The amplitude has the form \(M=\eta^\dagger N\xi=\mathrm{Tr}(N\,\xi\eta^\dagger)\). Under a rotation \(U\), \(\xi\eta^\dagger\to U\xi\eta^\dagger U^\dagger\). The unit matrix is invariant and the \(\sigma_i\) rotate as a vector, so the normalized singlet is \(\xi\eta^\dagger=1/\sqrt2\) and the triplet states are \(\sigma_i/\sqrt2\).

Take purely spatial transverse polarizations, so that \(\varepsilon\cdot p=0\), and drop a phase common to all diagrams. Write \(\hat a=a_\mu\gamma^\mu\). For the emission order 1, 2, 3, momentum conservation \(k_1+k_2+k_3=2p\) gives \(p-k_1-k_2=k_3-p\), and
\[
M_{123}=e^3\,\bar v\,\hat\varepsilon_3\frac{\hat k_3-\hat p+m}{(k_3-p)^2-m^2}\,\hat\varepsilon_2\frac{\hat p-\hat k_1+m}{(p-k_1)^2-m^2}\,\hat\varepsilon_1u .
\]
The denominators are \(-2m\omega_3\) and \(-2m\omega_1\). Because \(\varepsilon\cdot p=0\), \(\hat p\) anticommutes with \(\hat\varepsilon\). Hence \((\hat p+m)\hat\varepsilon_1u=\hat\varepsilon_1(-\hat p+m)u=0\) and \(\bar v\hat\varepsilon_3(-\hat p+m)=\bar v(\hat p+m)\hat\varepsilon_3=0\) by the Dirac equations. With \(k=\omega n\), \(n=(1,\mathbf n)\), the energies cancel and one minus sign remains, from \(-\hat k_1\):
\[
M_{123}=-\frac{e^3}{4m^2}\,\bar v\,\hat\varepsilon_3\hat n_3\hat\varepsilon_2\hat n_1\hat\varepsilon_1u .
\]
Let \(E_i=\boldsymbol\sigma\cdot\boldsymbol\varepsilon_i\) and \(\nu_i=\boldsymbol\sigma\cdot\mathbf n_i\). In blocks,
\[
\hat\varepsilon=\begin{pmatrix}0&-E\\E&0\end{pmatrix},\qquad\hat n=\begin{pmatrix}1&-\nu\\\nu&-1\end{pmatrix}.
\]
Acting in turn on \((1,0)^T\): \(\hat\varepsilon_1\) gives \((0,E_1)\); \(\hat n_1\) gives \((-\nu_1E_1,\,-E_1)\); \(\hat\varepsilon_2\) gives \((E_2E_1,\,-E_2\nu_1E_1)\); \(\hat n_3\) gives the upper part \(E_2E_1+\nu_3E_2\nu_1E_1\); \(\hat\varepsilon_3\) moves it to the lower part, multiplied by \(E_3\). Transversality gives \(\nu E=iD\) and \(E\nu=-iD\), where \(D=\boldsymbol\sigma\cdot\boldsymbol\delta\) and \(\boldsymbol\delta=\mathbf n\times\boldsymbol\varepsilon\). The block is \(E_3E_2E_1+D_3E_2D_1\). The spinors supply \(-2m\), so
\[
N_{123}=\frac{e^3}{2m}\,(E_3E_2E_1+D_3E_2D_1).
\]
Using \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\) twice, a product of three Pauli vectors is
\[
\boldsymbol\sigma\cdot[(\mathbf a\cdot\mathbf b)\mathbf c-(\mathbf a\cdot\mathbf c)\mathbf b+(\mathbf b\cdot\mathbf c)\mathbf a]+i\,\mathbf a\cdot(\mathbf b\times\mathbf c).
\]
The six orders form three pairs with the same middle photon and reversed ends. In each pair the last term cancels and the bracket doubles, so the singlet amplitude is zero. In the \(EEE\) terms each structure \((\boldsymbol\varepsilon_1\cdot\boldsymbol\varepsilon_2)\boldsymbol\varepsilon_3\) appears with signs \(+,+,-\) for the three choices of middle photon, leaving one copy. In the \(DED\) terms, photon 3 in the middle gives \(-(\boldsymbol\delta_1\cdot\boldsymbol\delta_2)\boldsymbol\varepsilon_3\), and the vector \(\boldsymbol\delta_3\) receives \(\boldsymbol\varepsilon_1\cdot\boldsymbol\delta_2\) from middle photon 1 and \(\boldsymbol\varepsilon_2\cdot\boldsymbol\delta_1\) from middle photon 2. Thus \(N=(e^3/m)\,\boldsymbol\sigma\cdot\mathbf V\) with
\[
\mathbf V=\sum_{\rm cyc}\big[(\boldsymbol\varepsilon_1\cdot\boldsymbol\varepsilon_2-\boldsymbol\delta_1\cdot\boldsymbol\delta_2)\boldsymbol\varepsilon_3+(\boldsymbol\varepsilon_1\cdot\boldsymbol\delta_2+\boldsymbol\varepsilon_2\cdot\boldsymbol\delta_1)\boldsymbol\delta_3\big].
\]
The triplet amplitudes are \(\mathrm{Tr}(N\sigma_i)/\sqrt2=\sqrt2\,(e^3/m)V_i\), whose squared average is \(\tfrac23(e^6/m^2)|\mathbf V|^2\).

The three momenta lie in a plane with normal \(\mathbf z\). Choose \(\boldsymbol\varepsilon_i=(\mathbf z+i\lambda_i\mathbf b_i)/\sqrt2\), \(\mathbf b_i=\mathbf n_i\times\mathbf z\), \(\lambda_i=\pm1\). Since \(\mathbf n\times\mathbf b=-\mathbf z\), one finds \(\boldsymbol\delta=(\mathbf b-i\lambda\mathbf z)/\sqrt2=-i\lambda\boldsymbol\varepsilon\). The coefficient of \((\boldsymbol\varepsilon_1\cdot\boldsymbol\varepsilon_2)\boldsymbol\varepsilon_3\) is then
\[
1+\lambda_1\lambda_2-(\lambda_1+\lambda_2)\lambda_3=(1-\lambda_1\lambda_3)(1-\lambda_2\lambda_3),
\]
which is 4 when photon 3 has the helicity opposite to both others and 0 otherwise. Equal helicities do not contribute, and each of the other six assignments keeps one term. For \(\lambda_1=\lambda_2\), \(\boldsymbol\varepsilon_1\cdot\boldsymbol\varepsilon_2=(1-\mathbf b_1\cdot\mathbf b_2)/2=(1-\cos\theta_{12})/2\). From \((k_1+k_2)^2=(2p-k_3)^2\) follows \(2\omega_1\omega_2(1-\cos\theta_{12})=4m^2-4m\omega_3\), so with \(x_i=\omega_i/m\) this equals \((1-x_3)/(x_1x_2)\). Each photon is the odd one in two assignments, which gives the factor \(\tfrac23\cdot2\cdot16\):
\[
\langle|M|^2\rangle=\frac{64e^6}{3m^2}W,\qquad W=\Big(\frac{1-x_1}{x_2x_3}\Big)^2+\Big(\frac{1-x_2}{x_1x_3}\Big)^2+\Big(\frac{1-x_3}{x_1x_2}\Big)^2 .
\]

In \(d\Phi_3\) the momentum delta function removes \(\mathbf k_3\). Because \(W\) does not depend on the orientation of the event, \(d^3k_1d^3k_2=8\pi^2\omega_1^2\omega_2^2\,d\omega_1d\omega_2\,d\cos\theta_{12}\). From \(\omega_3^2=\omega_1^2+\omega_2^2+2\omega_1\omega_2\cos\theta_{12}\) follows \(d\cos\theta_{12}=\omega_3d\omega_3/\omega_1\omega_2\), and the energy delta function removes \(\omega_3\):
\[
d\Phi_3=\frac{1}{(2\pi)^5}\frac{8\pi^2\omega_1^2\omega_2^2}{8\omega_1\omega_2\omega_3}\frac{\omega_3}{\omega_1\omega_2}\,d\omega_1d\omega_2=\frac{m^2}{32\pi^3}\,dx_1dx_2,
\]
on the triangle \(x_1+x_2+x_3=2\), \(x_i\le1\). The triangle is symmetric, so the three terms of \(W\) integrate equally. Take the second, put \(x_1=x\), \(x_3=z\), \(s=1-x\), so that \(1-x_2=z-s\) and \(s\le z\le1\):
\[
G(x)=\frac1{x^2}\int_s^1\Big(1-\frac sz\Big)^2dz=\frac{x+2s\ln s+sx}{x^2}=\frac2x-1+\frac{2(1-x)\ln(1-x)}{x^2}.
\]
The series \((1-x)\ln(1-x)=-x+\sum_{n\ge2}x^n/[n(n-1)]\) cancels \(2/x\). With \(j=n-1\),
\[
\int_0^1G\,dx=-1+2\sum_{j\ge1}\frac1{j^2(j+1)}=-1+2\sum_{j\ge1}\Big(\frac1{j^2}-\frac1j+\frac1{j+1}\Big)=-1+2\Big(\frac{\pi^2}6-1\Big).
\]
Three times this is \(\pi^2-9=0.869604\). With \(e^6=64\pi^3\alpha^3\),
\[
\Gamma_0=\frac{m^3\alpha^3}{8\pi}\cdot\frac1{4m^2}\cdot\frac16\cdot\frac{64}{3}\frac{64\pi^3\alpha^3}{m^2}\cdot\frac{m^2}{32\pi^3}(\pi^2-9)=\frac{2(\pi^2-9)}{9\pi}\,m\alpha^6 .
\]
This is the Ore–Powell rate. Numerically, \(0.06151193\times7.7634407\times10^{14}\ \mu\mathrm{s}^{-1}\times1.5100523\times10^{-13}=7.211167\ \mu\mathrm{s}^{-1}\). The program tests \(\mathbf V\), the helicity rule and \(\Gamma_0\) against explicit Dirac-matrix amplitudes.

### (b) The coefficient of \(\alpha^2\ln\alpha\)

Relativistic terms distort \(\psi\) between the annihilation distance \(1/m\) and the atomic size \(2/m\alpha\), and a distortion proportional to \(\ln r\) turns this range into \(\ln\alpha\). For \(S\) states the Breit terms are
\[
\delta H=-\frac{p^4}{4m^3}-\frac{\alpha}{2m^2}\,p^i\Big(\frac{\delta_{ij}}r+\frac{r_ir_j}{r^3}\Big)p^j+\frac{c\,\pi\alpha}{m^2}\delta^3(\mathbf r),
\]
with \(c=1+\tfrac83\,\mathbf s_1\cdot\mathbf s_2+c_{\rm ann}\). The 1 is the Darwin term of both particles. The last part comes from virtual annihilation into one photon and re-creation. The current is \(\bar v\gamma^iu=2m\,\eta^\dagger\sigma^i\xi\), which vanishes for the singlet and has squared length \(4m^2\cdot2\) for a triplet state. Multiplying by \(e^2\), by the propagator \(1/4m^2\) and by the normalization \(1/4m^2\) gives \(2\pi\alpha/m^2\). For the sign, give the photon a mass \(M\), so that the propagator is \(1/(4m^2-M^2)\). For \(M\) just below \(2m\) a lower level pushes the state up, and the factor keeps its sign as \(M\to0\). So \(c_{\rm ann}=+2\) for the triplet. With \(\mathbf s_1\cdot\mathbf s_2=\tfrac14\) and \(-\tfrac34\), \(c=1+\tfrac23+2=\tfrac{11}3\) (triplet) and \(c=1-2=-1\) (singlet).

On a function \(\psi(r)\), \(p^j\psi=-i\psi'r_j/r\), the tensor doubles this radial vector and divides by \(r\), and the divergence of \(2\psi'\mathbf r/r^2\) is \(2(r\psi')'/r^2\). With \((-i)^2=-1\) the orbit term gives \((\alpha/m^2)(r\psi')'/r^2\). In units \(\rho=r\,m\alpha/2\) and energy \(m\alpha^2/2\), \(H_0=-\tfrac12\nabla^2-1/\rho\) and \(\psi_0=e^{-\rho}/\sqrt\pi\). The scale factors are \((m\alpha/2)^4/(4m^3)\div(m\alpha^2/2)=\alpha^2/32\) and \((\alpha/m^2)(m\alpha/2)^3\div(m\alpha^2/2)=\alpha^2/4\). The three terms are \(\alpha^2\) times \(-\nabla^4/32\), \(\psi\to(\rho\psi')'/4\rho^2\), and \((c\pi/4)\delta^3(\boldsymbol\rho)\).

Write \(\delta\psi=\alpha^2f\psi_0\), and let \(s(\rho)=\delta H\psi_0/(\alpha^2\psi_0)\) for \(\rho>0\), with \(\alpha^2E_1\) the first-order energy. Since \(\nabla^2(f\psi_0)=f\nabla^2\psi_0+2f'\psi_0'+\psi_0\nabla^2f\), the equation \((H_0-E_0)\delta\psi=-(\delta H-\alpha^2E_1)\psi_0\) becomes \((\rho^2e^{-2\rho}f')'=2\rho^2e^{-2\rho}(s-E_1)\). Integrating inward from infinity avoids the origin, so delta functions enter only through \(E_1\):
\[
\rho^2e^{-2\rho}f'=-2\int_\rho^\infty t^2e^{-2t}(s-E_1)\,dt .
\]
The integrals from \(\rho\) to \(\infty\) of \(e^{-2t}\) times \(1,\ t,\ t^2\) are \(e^{-2\rho}\) times \(\tfrac12\), \(\tfrac14(2\rho+1)\), \(\tfrac14(2\rho^2+2\rho+1)\).

Contact term: \(s=0\), \(E_1=(c\pi/4)(1/\pi)=c/4\), so
\[
f'=\frac c8\Big(\frac1{\rho^2}+\frac2\rho+2\Big).
\]
Orbit term: \((\rho\psi_0')'=(\rho-1)\psi_0\), so \(s=(\rho-1)/4\rho^2\) and \(E_1=\int_0^\infty(\rho-1)e^{-2\rho}d\rho=-\tfrac14\). Then \(t^2(s-E_1)=(t^2+t-1)/4\), the integral is \(\tfrac14e^{-2\rho}(\rho^2/2+\rho)\), and
\[
f'=-\frac1{2\rho}-\frac14 .
\]
Kinetic term: from \(\nabla^2g=(\rho g)''/\rho\), \(\nabla^2\psi_0=(1-2/\rho)\psi_0\) and \(\nabla^4\psi_0=(1-4/\rho)\psi_0\) for \(\rho>0\). The energy is \(E_1=-\tfrac1{32}\int(\nabla^2\psi_0)^2d^3\rho=-\tfrac4{32}\int(\rho-2)^2e^{-2\rho}d\rho=-\tfrac4{32}(\tfrac14-1+2)=-\tfrac5{32}\). Then \(t^2(s-E_1)=(t^2+t)/8\), the integral is \(e^{-2\rho}(\rho+1)^2/16\), and
\[
f'=-\frac1{8\rho^2}-\frac1{4\rho}-\frac18 .
\]

The density changes by the factor \(1+2\alpha^2f\). A term \(\beta/\rho\) in \(f'\) gives \(2\beta\alpha^2\ln\rho\), evaluated at \(r\sim1/m\), that is \(\rho\sim\alpha\) up to a numerical factor that this argument cannot fix and that belongs to \(B\). Therefore
\[
\ell=2\Big(-\frac14-\frac12+\frac c4\Big)=-\frac32+\frac c2=\frac13\quad(\text{triplet}),
\]
and \(-2\) for the singlet. Since \(\ln\alpha<0\), the logarithmic parts of the kinetic and orbit terms raise the density at short distance, and the logarithmic part of the repulsive triplet contact term lowers it slightly more. The small value \(1/3=11/6-3/2\) is the remainder of that cancellation, which is one reason the logarithm loses to \(B\).

The \(1/\rho\) terms of \(f\) give \(\alpha^2/\alpha\) at \(\rho\sim\alpha\). They depend on the physics at \(r\sim1/m\) and belong to \(A\), which nonrelativistic theory does not determine. Three omitted pieces give no \(\alpha^2\ln\alpha\). The spin-orbit term vanishes on \(l=0\). The \(\nabla^2/m^2\) correction to the annihilation vertex acts on \(\psi_0\) as \(\alpha^2(1-2/\rho)/4\), which has no logarithm. Acting on \(\delta\psi\), it gives no logarithm from \(\nabla^2\ln\rho=1/\rho^2\); the next term, \(\nabla^2(\rho\ln\rho)=(2\ln\rho+3)/\rho\), enters with \(\alpha^4\) and is of order \(\alpha^3\ln\alpha\) at \(\rho\sim\alpha\). The \(D\) wave admixed by the tensor force has amplitude \(\alpha^2\) and annihilates through two derivatives over \(m^2\), another \(\alpha^2\), so a term \(\rho^k\) in it contributes \(\alpha^4\rho^{k-2}\). The \(1/\rho^3\) source gives a series starting at \(1/\rho\). For \(l=2\) the Laplacian turns \(\rho^k\) into \([k(k+1)-6]\rho^{k-2}\), and for \(k\ge-1\) this factor first vanishes at \(k=2\). The terms \(\rho^{-1},\rho^0,\rho\) therefore carry no logarithm, and the first place one could appear is \(\rho^2\ln\rho\), which would be of order \(\alpha^4\ln\alpha\). It does not appear there either: direct substitution shows that \(g=e^{-\rho}\big(\tfrac1{3\rho}+\tfrac19\big)\) solves \(-\tfrac1{2\rho}(\rho g)''+\tfrac{3}{\rho^2}g-\tfrac1\rho g+\tfrac12g=e^{-\rho}/\rho^3\), with no logarithm at any order in \(\rho\). The spin-orbit point is exact; for the other two, the orders in \(\alpha\) rest on power counting at \(\rho\sim\alpha\). The same counting covers the second iteration of \(\delta H\). Its most singular source for \(\rho>0\) is \(\alpha^4/\rho^4\), which gives \(\alpha^4/\rho^2\) without a logarithm because \(\nabla^2\rho^{-2}=2/\rho^4\). A source \(\alpha^4/\rho^3\) gives \(\alpha^4\ln\rho/\rho\), of order \(\alpha^3\ln\alpha\). The coefficients \(-\tfrac12,\,-1,\,\tfrac12\) (the last per unit \(c\)) are tested in a Gaussian basis with a smeared annihilation region, which gives \(-0.498,\,-1.000,\,0.497\), within the tolerance \(0.005\) allowed for the finite basis and fit.

### (c) Sum and ranking

With \(\alpha/\pi=2.3228195\times10^{-3}\), \((\alpha/\pi)^2=5.395490\times10^{-6}\), \(\alpha^2=5.325135\times10^{-5}\), \(\alpha^3/\pi=1.236933\times10^{-7}\), \(\ln\alpha=-4.920244\) and \(\ln^2\alpha=24.20880\), the relative terms are

\[
\begin{aligned}
-10.2866\times2.3228195\times10^{-3}&=-2.389391\times10^{-2},\\
44.87\times5.395490\times10^{-6}&=+2.4210\times10^{-4},\\
\tfrac13\times5.325135\times10^{-5}\times(-4.920244)&=-8.7337\times10^{-5},\\
-1.5\times1.236933\times10^{-7}\times24.20880&=-4.492\times10^{-6},\\
-5.5170\times1.236933\times10^{-7}\times(-4.920244)&=+3.358\times10^{-6}.
\end{aligned}
\]

Multiplying by \(\Gamma_0\) and sorting by magnitude:

| Rank | Term | \(\mu\mathrm{s}^{-1}\) | Partial sum |
|---|---|---|---|
| 1 | \(1\) | \(+7.211167\) | 7.211167 |
| 2 | \(A\alpha/\pi\) | \(-0.172303\) | 7.038864 |
| 3 | \(B(\alpha/\pi)^2\) | \(+0.001746\) | 7.040610 |
| 4 | \(\alpha^2\ln\alpha\) | \(-0.000630\) | 7.039980 |
| 5 | \(\alpha^3\ln^2\alpha\) | \(-0.000032\) | 7.039948 |
| 6 | \(\alpha^3\ln\alpha\) | \(+0.000024\) | 7.039972 |

To three decimals \(\Gamma_3=7.040\ \mu\mathrm{s}^{-1}\). Four terms are needed. Stopping at order \(\alpha\) gives 7.039, omitting the logarithm gives 7.041, and omitting \(B\) gives 7.038.

The ratios of successive terms are 41.85, 98.70, 2.77, 19.44 and 1.34. At order \(\alpha^3\) the double logarithm does rank first, but by a factor 1.34 instead of \(|\ln\alpha|\), because \(|C|\) is several times \(3/2\). The two terms have opposite sign, since \(C\ln\alpha>0\), and leave \(-8.2\times10^{-6}\ \mu\mathrm{s}^{-1}\). The piece \(A/3\) of \(C\) equals the cross term of \((1+A\alpha/\pi)(1+\tfrac13\alpha^2\ln\alpha)\).

### (d) Total rate and meaningful digits

The five-photon channel has two more vertices in the amplitude and therefore a relative factor \(\alpha^2\), the same order as \(B\), which excludes it. The formula for \(\Gamma_n\) applies with \(n=5\) and \(5!\) orderings of the photons along the fermion line. The integral is done numerically: the program sums all orderings with explicit matrices and averages \(\langle|M|^2\rangle\) over uniformly sampled massless phase space. It tests gauge invariance and the vanishing of the singlet amplitude. The same routine for \(n=3\) gives \(0.06126\pm0.00024\), about one standard error from the exact \(0.06151\). The result is \(\Gamma_5=(1.102\pm0.013)\times10^{-3}\,m\alpha^8\), the error being statistical. Defining \(\Gamma_5=b_5(\alpha/\pi)^2\Gamma_0\),
\[
b_5=\pi^2\,\frac{1.1023\times10^{-3}}{0.06151193}=0.177\pm0.002,\qquad\Gamma_5=6.9\times10^{-6}\ \mu\mathrm{s}^{-1}.
\]
It ranks seventh, 3.5 times below the \(\alpha^3\ln\alpha\) term, and changes the effective coefficient to \(B+b_5=45.05\). The sum becomes \(7.039972+0.000007=7.039979\).

The uncertainty \(\pm0.26\) of \(B\) contributes \(0.26\times5.395\times10^{-6}\times7.2112=1.0\times10^{-5}\ \mu\mathrm{s}^{-1}\), which exceeds the whole five-photon rate. Rounding \(A\) to four decimals contributes at most \(8.4\times10^{-7}\ \mu\mathrm{s}^{-1}\). The sixth decimal is therefore not meaningful, and for the truncated series
\[
\Gamma=7.03998\pm0.00001\ \mu\mathrm{s}^{-1},\qquad\tau=1/\Gamma=142.046\ \mathrm{ns},
\]
against \(1/\Gamma_0=138.674\) ns at lowest order.

The quoted error does not cover the omitted term \(D\alpha^3/\pi\), whose coefficient is not given and which shifts the rate by \(8.9\times10^{-7}\ \mu\mathrm{s}^{-1}\) per unit of \(D\). A value \(|D|\approx11\) would match the error from \(B\). The lesson of part (c) applies here as well: \(D\) cannot be assumed small next to the logarithms, so its rank relative to terms 5 to 7 is open. Changing the rounded value 7.040 would take a shift of about \(5\times10^{-4}\ \mu\mathrm{s}^{-1}\), that is \(|D|\) of several hundred.

The result holds for the free atom. A magnetic field mixes the triplet state of zero spin projection with the singlet, and in matter the positron can annihilate with a foreign electron. Both open the two-photon channel, which has one vertex fewer and is of lower order in \(\alpha\), and the series above then no longer gives the observed rate of the states affected. A static uniform field does not mix the projections \(\pm1\) with the singlet. For projection zero the shift grows as the square of a weak field: with a singlet rate of about \(7990\ \mu\mathrm{s}^{-1}\) and a splitting of 203.4 GHz it is \(1.5\times10^{-4}\ \mu\mathrm{s}^{-1}\) at 1 mT, and it falls below the error quoted above for fields under about 0.25 mT.

## Calculated quantities

```
alpha = 7.2973525643e-03, 1/alpha = 137.035999, ln alpha = -4.920244, ln^2 = 24.20880
alpha/pi = 2.3228195e-03, (alpha/pi)^2 = 5.395490e-06
alpha^2 = 5.325135e-05, alpha^3/pi = 1.236933e-07, alpha^6 = 1.5100523e-13
m c^2/hbar = 7.7634407e+14 1/us
given: A = -10.2866, B = 44.87 +- 0.26, ln^2 coefficient = -1.5; C = -5.5170
spectrum integral = 0.86960440, pi^2-9 = 0.86960440
G0/(m a^6): quadrature 0.06151193, formula 0.06151193
G0/(m a^6): Monte Carlo 0.06126 +- 0.00024
G5/(m a^8) = 1.1023e-03 +- 1.3e-05; b5 = 0.1769 +- 0.0020
contact c: triplet 3.666667, singlet -1.000000 (pi a/m^2)
kinetic: E1 = -5/32 (m a^4/2), log exact -1/2, basis -0.49780
orbit: E1 = -1/4 (m a^4/2), log exact -1, basis -1.00000
contact: E1 = 1/4 (m a^4/2), log exact 1/2, basis 0.49680
a^2 ln a coefficient: triplet 0.333333, singlet -2.000000
G0 = 7.211167 1/us, 1/G0 = 138.6738 ns
1 tree: rel +1.000000e+00, +7.211167e+00 1/us, sum 7.211167 1/us
2 A a/pi: rel -2.389391e-02, -1.723030e-01 1/us, sum 7.038864 1/us
3 B (a/pi)^2: rel +2.420956e-04, +1.745792e-03 1/us, sum 7.040610 1/us
4 a^2 ln: rel -8.733655e-05, -6.297984e-04 1/us, sum 7.039980 1/us
5 a^3 ln^2: rel -4.491698e-06, -3.239039e-05 1/us, sum 7.039948 1/us
6 a^3 ln: rel +3.357666e-06, +2.421269e-05 1/us, sum 7.039972 1/us
7 5 photon: rel +9.542595e-07, +6.881325e-06 1/us, sum 7.039979 1/us
bracket, three-photon = 0.97625971; total = 0.97626066
Gamma(3 photon) = 7.039972 1/us, lifetime 142.0460 ns
Gamma(total) = 7.039979 1/us, lifetime 142.0459 ns
B + b5 = 45.05
without B term 7.038233 1/us; without a^2 ln term 7.040609 1/us
sum of a^3 logarithms = -8.178e-06 1/us
B/pi^2 = 4.5463, |ln a|/3 = 1.6401, crossover alpha* = 1.193e-06
error from B = 1.01e-05 1/us; rounding of A (5e-5) = 8.4e-07 1/us
unit a^3/pi term = 8.92e-07 1/us
|tree|/|A a/pi| = 41.85
|A a/pi|/|B (a/pi)^2| = 98.70
|B (a/pi)^2|/|a^2 ln| = 2.77
|a^2 ln|/|a^3 ln^2| = 19.44
|a^3 ln^2|/|a^3 ln| = 1.34
|a^3 ln|/|5 photon| = 3.52
```
